# The Kleinman-Bylander Force and the Cancellation of k

**Q.** I am told that the nonlocal pseudopotential force contains a factor $i(\mathbf k+\mathbf G)$, and also that $\mathbf k$ can be left out of it. Both cannot be right. Before we argue, what is the energy being differentiated?

**A.** I use Hartree atomic units and a norm-conserving pseudopotential. For each angular momentum $l$, it differs from a common local potential by a real radial function $\delta V_l(r)$. Let $\phi_{lm}(\mathbf r)=R_l(r)Y_{lm}(\hat{\mathbf r})$ be the atomic reference functions, with real spherical harmonics. The Kleinman-Bylander operator of an atom at the origin is

$$
V_{\rm KB}=\sum_{lm}|\beta_{lm}\rangle D_l\langle\beta_{lm}|,\qquad
\beta_{lm}=\delta V_l\,\phi_{lm},\qquad
D_l=\frac{1}{\langle\phi_{lm}|\delta V_l|\phi_{lm}\rangle}.
$$

Acting on a reference function, it gives

$$
V_{\rm KB}\phi_{lm}=\delta V_l\phi_{lm}\,D_l\langle\phi_{lm}|\delta V_l|\phi_{lm}\rangle=\delta V_l\phi_{lm},
$$

because the other harmonics are orthogonal to $Y_{lm}$. On these functions the separable operator therefore acts as the original one does. The denominator must not vanish. It is the expectation value of a real potential, so $D_l$ is real, which makes the operator Hermitian and the energy real.

**Q.** That is one atom. A crystal has an image of it in every cell, and a Bloch state extends over all of them. Why should one projection be enough?

**A.** Write the state in a cell of volume $\Omega$ as

$$
\psi_{n\mathbf k}(\mathbf r)=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=1 .
$$

Let $i$ stand for $lm$, and let $P_i=\int\beta_i(\mathbf r-\mathbf R)\,\psi_{n\mathbf k}(\mathbf r)\,d^3r$ be the projection on the atom at $\mathbf R$. The integral runs over all space. For the image at $\mathbf R+\mathbf T$, substitute $\mathbf r\to\mathbf r+\mathbf T$ and use $\psi_{n\mathbf k}(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}\psi_{n\mathbf k}(\mathbf r)$:

$$
\int\beta_i(\mathbf r-\mathbf R-\mathbf T)\,\psi_{n\mathbf k}(\mathbf r)\,d^3r=e^{i\mathbf k\cdot\mathbf T}P_i .
$$

All images have the same $|P_i|^2$. In a crystal of $N$ cells the normalized state is $N^{-1/2}\psi_{n\mathbf k}$, so each image contributes $D_i|P_i|^2/N$, and the $N$ images together give $D_i|P_i|^2$. With k-point weights $w_{\mathbf k}$ that sum to one and occupations $f_{n\mathbf k}$, the energy per cell is

$$
E_{\rm NL}=\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\sum_{a,i}D_{ai}\,|P_{ai}^{n\mathbf k}|^2 ,
$$

where $a$ labels the atoms of one cell.

Differentiating with respect to $\mathbf R_a$ moves atom $a$ and all its images together. The energy of the $N$ cells then changes by $N$ equal single-atom contributions, so the derivative of the energy per cell gives the force on one atom.

**Q.** Now put in the plane waves. I want to see where the atomic position enters.

**A.** Set $\mathbf q=\mathbf k+\mathbf G$ and define the form factor of a projector centred at the origin,

$$
\beta_i(\mathbf q)=\frac{1}{\sqrt\Omega}\int e^{-i\mathbf q\cdot\mathbf u}\beta_i(\mathbf u)\,d^3u .
$$

With $\mathbf r=\mathbf R+\mathbf u$, the projection becomes

$$
P_i=\sum_{\mathbf G}c(\mathbf G)\,e^{i\mathbf q\cdot\mathbf R}\,\frac{1}{\sqrt\Omega}\int\beta_i(\mathbf u)\,e^{i\mathbf q\cdot\mathbf u}d^3u
=\sum_{\mathbf G}c(\mathbf G)\,e^{i\mathbf q\cdot\mathbf R}\,\beta_i^*(\mathbf q).
$$

The last step uses that $\beta_i(\mathbf u)$ is real. To evaluate the form factor, insert

$$
e^{-i\mathbf q\cdot\mathbf u}=4\pi\sum_{lm}(-i)^l j_l(qu)\,Y_{lm}(\hat{\mathbf q})\,Y_{lm}(\hat{\mathbf u}).
$$

The angular integral selects one term:

$$
\beta_{lm}(\mathbf q)=\frac{4\pi}{\sqrt\Omega}(-i)^l\,Y_{lm}(\hat{\mathbf q})\int_0^\infty r^2 j_l(qr)\,\delta V_l(r)R_l(r)\,dr .
$$

There is no $\mathbf R$ in it. At fixed coefficients the position enters through the phase $e^{i\mathbf q\cdot\mathbf R}$ alone.

**Q.** "At fixed coefficients" is a large reservation. When the atom moves, the wavefunctions respond. Where is their contribution?

**A.** It drops out of the derivative of the total energy, though not out of the derivative of $E_{\rm NL}$ alone. Let $E$ be the total energy as a function of positions and coefficients, at fixed occupations. Its derivative with respect to $c^*_{n\mathbf k}(\mathbf G)$ is $w_{\mathbf k}f_{n\mathbf k}(Hc_{n\mathbf k})(\mathbf G)$, where $H$ is the self-consistent Hamiltonian, or simply the Hamiltonian for independent electrons. For eigenstates $Hc=\varepsilon c$, so

$$
\frac{dE}{d\mathbf R_a}=\left.\frac{\partial E}{\partial\mathbf R_a}\right|_c+\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\,\varepsilon_{n\mathbf k}\,\frac{d}{d\mathbf R_a}\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2 .
$$

The last sum is the norm, which stays equal to one, so the second term vanishes. This is the Hellmann-Feynman theorem. It needs converged eigenstates and a basis that does not move with the atoms. Plane waves chosen by $|\mathbf k+\mathbf G|^2/2<E_{\rm cut}$ satisfy the second condition even at a low cutoff.

The Kleinman-Bylander force is the part of $-\partial E/\partial\mathbf R_a|_c$ that comes from $E_{\rm NL}$. The local potential and, in a full calculation, the repulsion between ions add their own parts.

**Q.** Then differentiate, and do not drop $\mathbf k$.

**A.** For one state and one projector,

$$
\frac{\partial P}{\partial\mathbf R}=\sum_{\mathbf G}i(\mathbf k+\mathbf G)\,c(\mathbf G)\,e^{i\mathbf q\cdot\mathbf R}\beta^*(\mathbf q).
$$

The vector $\mathbf k$ is the same in every term of the sum, so it can be taken outside:

$$
\frac{\partial P}{\partial\mathbf R}=i\mathbf k\,P+i\mathbf S,\qquad
\mathbf S=\sum_{\mathbf G}\mathbf G\,c(\mathbf G)\,e^{i\mathbf q\cdot\mathbf R}\beta^*(\mathbf q).
$$

**Q.** So $\mathbf k$ is there, and $i\mathbf kP$ is not small. Leaving it out would give a wrong derivative.

**A.** A wrong derivative of $P$, yes. But the energy contains $|P|^2=P^*P$, whose derivative is

$$
\frac{\partial|P|^2}{\partial\mathbf R}=\frac{\partial P^*}{\partial\mathbf R}P+P^*\frac{\partial P}{\partial\mathbf R}=2\,\mathrm{Re}\left[P^*\frac{\partial P}{\partial\mathbf R}\right],
$$

since the two terms are complex conjugates. Since $D$ does not depend on the position of the atom, the force is

$$
\mathbf F_a=-2\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\sum_iD_{ai}\,\mathrm{Re}\left[P^*\frac{\partial P}{\partial\mathbf R_a}\right].
$$

Now insert the two parts of the derivative:

$$
P^*\frac{\partial P}{\partial\mathbf R}=i\mathbf k\,|P|^2+iP^*\mathbf S .
$$

The first term is a real vector times $i$, so its real part is zero. For the second, $\mathrm{Re}(iz)=-\mathrm{Im}\,z$. This minus sign cancels the one in front of the force:

$$
\boxed{\;\mathbf F_a=2\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\sum_iD_{ai}\,\mathrm{Im}\left[P^*\sum_{\mathbf G}\mathbf G\,c(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf R_a}\beta_{ai}^*(\mathbf k+\mathbf G)\right]\;}
$$

**Q.** I suspect a hidden symmetry. Does this rely on adding the states at $\mathbf k$ and $-\mathbf k$?

**A.** No. The term $i\mathbf k|P|^2$ has no real part for each state and each projector separately, before any sum over k-points. Time reversal is not used, and neither is the eigenvalue equation. That equation was needed to interpret the expression as part of the total force.

The reason is visible in the phase:

$$
P=e^{i\mathbf k\cdot\mathbf R}\tilde P,\qquad \tilde P=\sum_{\mathbf G}c(\mathbf G)\,e^{i\mathbf G\cdot\mathbf R}\beta^*(\mathbf k+\mathbf G),\qquad |P|^2=|\tilde P|^2 .
$$

Moving the atom turns the common phase $e^{i\mathbf k\cdot\mathbf R}$, and a common phase carries no energy. What costs energy is a change in the relative phases of the plane waves, and these depend on differences of the vectors $\mathbf G$.

A single plane wave shows this in the extreme. There $\mathbf S=\mathbf GP$, so $P^*\mathbf S=\mathbf G|P|^2$ is real and the force is zero. A translation changes a single plane wave only by a phase, so the atom has no preferred position in it. A uniform density alone would not be enough, because a nonlocal energy depends on the phase of $\psi$ as well: $e^{i\sin(2\pi x/a)}$, with $a$ a lattice period along $x$, has constant modulus but contains many plane waves, and $|P|^2$ then varies with the position of the atom.

**Q.** The label $\mathbf k$ is itself arbitrary. I could call the same state $\mathbf k+\mathbf G_0$ and shift all the $\mathbf G$. Your formula singles out $\mathbf G$, so does it change?

**A.** The plane waves $\mathbf q$ and their coefficients remain the same, while the weight $\mathbf G$ becomes $\mathbf G-\mathbf G_0$. Hence $\mathbf S$ becomes $\mathbf S-\mathbf G_0P$, and

$$
\mathrm{Im}\left[P^*(\mathbf S-\mathbf G_0P)\right]=\mathrm{Im}[P^*\mathbf S]-\mathbf G_0\,\mathrm{Im}|P|^2=\mathrm{Im}[P^*\mathbf S].
$$

The force does not depend on the label. The same algebra permits any constant real vector to be added to the weight, and $\mathbf k$ is one choice.

**Q.** Then I may remove $\mathbf k$ from the force routine altogether?

**A.** No. What cancels is the $\mathbf k$ in the prefactor $i(\mathbf k+\mathbf G)$. The form factor must still be evaluated at $\mathbf k+\mathbf G$. There $\mathbf k$ changes each term by a different amount, so it is not a common factor. The phase $e^{i\mathbf k\cdot\mathbf R}$ may be dropped if it is dropped from both $P$ and $\mathbf S$.

**Q.** I would trust this more if it also came out of the Hamiltonian matrix, without projections.

**A.** Expanding $D|P|^2$ as a double sum gives, for one atom,

$$
V(\mathbf G,\mathbf G')=\sum_iD_i\,\beta_i(\mathbf k+\mathbf G)\,e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R}\,\beta_i^*(\mathbf k+\mathbf G').
$$

The two factors $e^{\mp i\mathbf k\cdot\mathbf R}$ have already cancelled. Differentiating brings down $-i(\mathbf G-\mathbf G')$, and the force from one state, before weighting by $w_{\mathbf k}f_{n\mathbf k}$, is

$$
i\sum_{\mathbf G\mathbf G'}c^*(\mathbf G)(\mathbf G-\mathbf G')V(\mathbf G,\mathbf G')c(\mathbf G')
=i\sum_iD_i\left(\mathbf S_i^*P_i-P_i^*\mathbf S_i\right).
$$

The bracket equals $-2i\,\mathrm{Im}[P_i^*\mathbf S_i]$, and $i\cdot(-2i)=2$, which restores the boxed formula. The projection form needs single sums over $\mathbf G$, whereas the matrix form needs a double sum.

**Q.** Is there a related quantity for which the cancellation fails?

**A.** Yes, a product of projections from different k-points. It has the form $P_{\mathbf k}^*P_{\mathbf k'}=e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}\tilde P_{\mathbf k}^*\tilde P_{\mathbf k'}$, and its derivative retains $i(\mathbf k'-\mathbf k)$. Such products arise when the potential of a single displaced atom, without its images, couples states of different $\mathbf k$. The force above contains only products at one $\mathbf k$.

**Q.** Show me numbers, with a $\mathbf k$ that has no special symmetry.

**A.** Take independent electrons in a cubic cell of edge 7 bohr, with a cutoff of 5 Ha. Atom A is at $(0.5,0.7,0.4)$ bohr and atom B at $(2.3,1.9,1.6)$ bohr. Their local wells are $-Ue^{-r^2/2}$, with $U=4$ Ha for A and 3 Ha for B, and $r$ in bohr. The nonlocal parts are $\delta V_l=A_le^{-r^2/2}$, with $(A_0,A_1)=(1.0,0.8)$ Ha for A and $(-0.5,0.5)$ Ha for B. The reference functions are $R_l\propto r^le^{-r^2/2}$, normalized so that $\int_0^\infty r^2R_l^2\,dr=1$. Two bands are doubly occupied at two k-points of weight 0.5, namely $(0.25,0.10,-0.15)$ and $(-0.30,0.20,0.40)$ in units of $2\pi/a$, where $a$ is the cell edge.

Follow the s projector of B in the lowest band at the first k-point, along $x$, with the overall phase of the state fixed by making $c(\mathbf G=0)$ real and positive. Here $k_x=0.22440$ bohr$^{-1}$ and

$$
P=-0.23378-0.09114\,i\ \text{Ha},\qquad iS_x=0.02207+0.06924\,i\ \text{Ha/bohr}.
$$

The $\mathbf k$ part is $ik_xP=0.02045-0.05246\,i$ Ha/bohr. Adding it gives

$$
\frac{\partial P}{\partial X}=0.04252+0.01678\,i\ \text{Ha/bohr},
$$

where $X$ is the $x$ coordinate of B. The two candidate derivatives look nothing alike. Multiplied by $P^*$, they become, in Ha$^2$/bohr,

$$
P^*(iS_x)=-0.01147-0.01418\,i,\qquad
P^*\frac{\partial P}{\partial X}=-0.01147-0.00005\,i .
$$

The real parts agree. The imaginary parts differ by $0.01413$, which is $k_x|P|^2=0.22440\times0.06296$.

**Q.** The imaginary part of the complete product is almost zero. Is that another cancellation you have not mentioned?

**A.** Nothing in the derivation requires it. If $\psi$ were a constant phase times a real function throughout the range of the projector, then $P$ and $\partial P/\partial X$ would share that phase and the product would be real. How small the imaginary part is varies from case to case: for the s projector of A in the second band at the same k-point the product is $-0.0066-0.0012\,i$ Ha$^2$/bohr. The force does not depend on it.

**Q.** What does this one projection contribute to the force?

**A.** The weight is $w_{\mathbf k}f_{n\mathbf k}=0.5\times2=1$, and the strength is $D_s=-3.674$ Ha$^{-1}$. The contribution is

$$
-2\times1\times(-3.674)\times(-0.01147)=-0.0843\ \text{Ha/bohr}.
$$

The sum over all states and projectors of B is $-0.0647$ Ha/bohr, so the remaining terms, taken together, partly oppose it. The lowest band gives a negative total at both k-points and the second band a positive one. The complete Kleinman-Bylander forces are

- A: $(-0.2249,-0.1514,-0.1505)$ Ha/bohr, or $(-11.57,-7.78,-7.74)$ eV/Å;
- B: $(-0.0647,-0.0438,-0.0432)$ Ha/bohr, or $(-3.33,-2.25,-2.22)$ eV/Å.

Displacing the projectors in real space at fixed wavefunctions, with the integrals done by quadrature, gives the same forces to the digits shown. If $\mathbf k$ is removed from the form factor while the coefficients are kept, the $x$ component for A becomes $-0.2192$ instead of $-0.2249$ Ha/bohr, an error of 2.6% of the correct value. For B it becomes $-0.0597$ instead of $-0.0647$ Ha/bohr, an error of about 8%.

All these numbers belong to the 5 Ha basis and are not converged in the cutoff. At 15 Ha the $x$ components of the Kleinman-Bylander force are $-0.2316$ on A and $-0.0725$ Ha/bohr on B, the error for B from dropping $\mathbf k$ is 6.6%, and the total force on A given below rises from $0.9359$ to $0.9661$ Ha/bohr. The identities being illustrated hold in any fixed plane-wave basis.

**Q.** Those forces do not add to zero. The $x$ components sum to $-0.2896$ Ha/bohr. A crystal cannot push itself along.

**A.** The complete force must sum to zero, but this part need not. The local potential of an atom also has matrix elements with the phase $e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R_a}$. Let $V$ now be the sum of local and nonlocal potentials over all atoms, and let $\hat{\mathbf G}$ be the diagonal matrix of the vectors $\mathbf G$. The summed force from one state is

$$
i\langle c|\hat{\mathbf G}V-V\hat{\mathbf G}|c\rangle
=i\langle c|\hat{\mathbf G}H-H\hat{\mathbf G}|c\rangle
=i(\varepsilon-\varepsilon)\langle c|\hat{\mathbf G}|c\rangle=0 .
$$

Here $H$ is the kinetic energy plus $V$, as it is for the independent electrons of the model, and the kinetic energy could be added because it is diagonal and commutes with $\hat{\mathbf G}$. A self-consistent $H$ also contains the Hartree and exchange-correlation potential, so there the sum for a single state need not vanish. The zero sum of the complete forces then follows from translation: shifting all atoms by $\mathbf d$ and multiplying each $c(\mathbf G)$ by $e^{-i(\mathbf k+\mathbf G)\cdot\mathbf d}$ stays within the basis and leaves the total energy unchanged. In the example the local forces along $x$ are $1.1608$ on A and $-0.8712$ on B, which sum to $+0.2896$ Ha/bohr. The totals are $\pm0.9359$ Ha/bohr and pull the atoms together. They are large, and the model has no repulsion between ions to oppose them.

**Q.** And if I let the electrons relax and differentiate $E_{\rm NL}$ numerically, shall I recover your force?

**A.** No. For A along $x$, minus that derivative is $-0.1910$ Ha/bohr, against a Kleinman-Bylander force of $-0.2249$. The difference is the response of the coefficients, which cancels in the total energy but not in this piece of it.

The proper comparison is the total. For independent electrons, though not in a self-consistent calculation, the total energy is the occupied band energy. Minus its derivative, rediagonalized at each displaced position, is $0.9359$ Ha/bohr. The local and Kleinman-Bylander forces give $1.1608-0.2249=0.9359$ Ha/bohr. The numerical check makes this comparison for all three directions and both atoms.

## Computed values

```
cell edge: 7.0 bohr; kinetic cutoff: 5.0 Ha
position of A: 0.5 0.7 0.4 bohr
A: local depth U 4.0 Ha; A_0, A_1: 1.0, 0.8 Ha
A: strengths D_s, D_p: 1.837117 3.444595 1/Ha
position of B: 2.3 1.9 1.6 bohr
B: local depth U 3.0 Ha; A_0, A_1: -0.5, 0.5 Ha
B: strengths D_s, D_p: -3.674235 5.511352 1/Ha
k point 1 (weight 0.5): 0.25 0.10 -0.15 x 2 pi/a
k point 1: 187 plane waves, gap above band 2: 0.7440 Ha
k point 2 (weight 0.5): -0.30 0.20 0.40 x 2 pi/a
k point 2: 181 plane waves, gap above band 2: 0.7297 Ha
occupation of each of 2 bands: 2
Detail: atom B, s projector, band 1, k point 1, x direction
k_x: 0.224399 1/bohr
P: -0.233785 -0.091143 i Ha
dP/dx with i(k+G): 0.042522 +0.016776 i Ha/bohr
same sum with iG only: 0.022070 +0.069237 i Ha/bohr
P* dP/dx with i(k+G): -0.011470 -0.000046 i Ha^2/bohr
P* times iG sum: -0.011470 -0.014175 i Ha^2/bohr
|P|^2: 0.062962 Ha^2; k_x |P|^2: 0.014129 Ha^2/bohr
nonlocal energy E_NL: 0.646791 Ha per cell
A: KB force, G-only formula: -0.224936 -0.151384 -0.150530 Ha/bohr
A: KB force: -11.5667 -7.7845 -7.7405 eV/angstrom
A: KB force, real-space difference: -0.224936 -0.151384 -0.150530 Ha/bohr
A: local force: 1.160794 0.778717 0.775239 Ha/bohr
A: local + KB force: 0.935858 0.627333 0.624709 Ha/bohr
A: minus band-energy derivative: 0.935858 0.627333 0.624709 Ha/bohr
A: minus relaxed E_NL derivative: -0.191032 -0.127007 -0.127500 Ha/bohr
A: k removed from form factor: -0.219189 -0.147624 -0.146933 Ha/bohr
B: KB force, G-only formula: -0.064678 -0.043770 -0.043208 Ha/bohr
B: KB force: -3.3259 -2.2507 -2.2218 eV/angstrom
B: KB force, real-space difference: -0.064678 -0.043770 -0.043208 Ha/bohr
B: local force: -0.871180 -0.583564 -0.581501 Ha/bohr
B: local + KB force: -0.935858 -0.627333 -0.624709 Ha/bohr
B: minus band-energy derivative: -0.935858 -0.627333 -0.624709 Ha/bohr
B: minus relaxed E_NL derivative: 0.191032 0.127007 0.127500 Ha/bohr
B: k removed from form factor: -0.059654 -0.040253 -0.039802 Ha/bohr
sum of KB forces over atoms: -0.289614 -0.195153 -0.193737 Ha/bohr
largest sum of total forces: 5.6e-16 Ha/bohr
largest error of P against quadrature: 2.9e-15 Ha
largest error of dP/dR with i(k+G): 3.9e-11 Ha/bohr
largest error of dP/dR with iG only: 0.1770 Ha/bohr
largest error of image phase rule: 2.9e-15 Ha
largest k part left in force: 1.4e-16 Ha/bohr
largest KB force error, real-space difference: 1.4e-10 Ha/bohr
largest total force error, band energy: 6.4e-11 Ha/bohr
largest difference, matrix form: 2.2e-16 Ha/bohr
```
